# The Cubic Dresselhaus Term and Its Linear Form in (001) Wells: a numerical check

```python
# Result under test: for an s-like conduction band of a zinc-blende crystal,
#   H_D = gamma * sigma . f(k),
#   f = (kx(ky^2-kz^2), ky(kz^2-kx^2), kz(kx^2-ky^2)),
# is the only cubic spin term; it vanishes along <100> and <111>, and in a
# symmetric (001) well it reduces to beta*(sigma_y ky - sigma_x kx),
# beta = gamma*<kz^2>.
# sigma: Pauli matrices, k: wave vector (1/nm), gamma: meV nm^3, beta: meV nm.
# The tight-binding crystal uses eV and nm.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def cubic_field(k):
    x, y, z = k
    return np.array([x*(y*y - z*z), y*(z*z - x*x), z*(x*x - y*y)])


# ---------- symmetry: invariants from group averages ----------
cube_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        cube_group.append(np.diag(signs) @ np.eye(3)[list(perm)])
# Td keeps the product xyz unchanged
td_group = [R for R in cube_group if np.prod(R.sum(axis=1)) > 0]
d2d_group = [R for R in td_group if abs(R[2, 2]) > 0.5]
c2v_group = [R for R in td_group if R[2, 2] > 0.5]
assert (len(cube_group), len(td_group)) == (48, 24)
assert (len(d2d_group), len(c2v_group)) == (8, 4)


def invariant_projector(group, degree):
    """Projector on invariants in (axial vector) x (symmetric k tensor)."""
    size = 3**degree
    symmetrizer = np.zeros((size, size))
    perms = list(itertools.permutations(range(degree)))
    for p in perms:
        tensor = np.eye(size).reshape((3,)*degree + (size,))
        symmetrizer += tensor.transpose(p + (degree,)).reshape(size, size)
    symmetrizer /= len(perms)
    average = np.zeros((3*size, 3*size))
    for R in group:
        rep = np.linalg.det(R)*R
        for _ in range(degree):
            rep = np.kron(rep, R)
        average += rep/len(group)
    return average @ np.kron(np.eye(3), symmetrizer)


def count(group, degree):
    return int(round(np.trace(invariant_projector(group, degree))))


n_td1, n_td3 = count(td_group, 1), count(td_group, 3)
n_oh3 = count(cube_group, 3)
n_d2d, n_c2v = count(d2d_group, 1), count(c2v_group, 1)
assert (n_td1, n_td3, n_oh3, n_d2d, n_c2v) == (0, 1, 0, 1, 2)

# the cubic invariant built by the group average has the claimed form
values, vectors = np.linalg.eigh(invariant_projector(td_group, 3))
coefficients = vectors[:, -1].reshape(3, 27)
rng = np.random.default_rng(1)
samples = rng.normal(size=(8, 3))
built = np.array([coefficients @ np.kron(np.kron(k, k), k) for k in samples])
claimed = np.array([cubic_field(k) for k in samples])
scale = np.sum(built*claimed)/np.sum(claimed**2)
assert abs(scale) > 0.01 and np.allclose(built, scale*claimed, atol=1e-10)

# the linear invariant of the symmetric well is sigma_x kx - sigma_y ky
linear = np.linalg.eigh(invariant_projector(d2d_group, 1))[1][:, -1]
linear = linear.reshape(3, 3)/linear[0]
assert np.allclose(linear, np.diag([1, -1, 0]), atol=1e-10)


def spinor_norm(direction):
    """Group average of |spinor character|^2; 1 means irreducible."""
    d = np.array(direction, float)
    little = [R for R in td_group if np.allclose(R @ d, d)]
    return np.mean([1 + np.trace(np.linalg.det(R)*R) for R in little])


norm100, norm111, norm110 = [spinor_norm(d) for d in
                             [(1, 0, 0), (1, 1, 1), (1, 1, 0)]]
assert np.allclose([norm100, norm111, norm110], [1, 1, 2])

# ---------- microscopic test: sp3 tight-binding crystal ----------
lattice = 0.6                       # nm
site_energies = (-8.0, 1.0, -3.0, 4.0)   # s,p of atom A; s,p of atom B
v_ss, v_sp, v_pps, v_ppp = -1.6, 2.0, 3.0, -0.8
so_split = 0.4                      # atomic p spin-orbit splitting
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l], levi[i, l, j] = 1, -1


def crystal_pair(k, energies=site_energies, so=so_split, orientation=1):
    """Conduction splitting (eV) and spin vector of its upper state."""
    hop = np.zeros((4, 4), complex)
    for b in orientation*bonds:
        u = b/np.sqrt(3)
        t = np.zeros((4, 4))
        t[0, 0] = v_ss
        t[0, 1:] = v_sp*u
        t[1:, 0] = -v_sp*u
        t[1:, 1:] = v_ppp*np.eye(3) + (v_pps - v_ppp)*np.outer(u, u)
        hop += np.exp(1j*lattice/4*np.dot(k, b))*t
    sa, pa, sb, pb = energies
    orbital = np.diag([sa, pa, pa, pa, sb, pb, pb, pb]).astype(complex)
    orbital[:4, 4:] = hop
    orbital[4:, :4] = hop.conj().T
    h = np.kron(orbital, np.eye(2))
    for axis in range(3):
        ang = np.zeros((8, 8), complex)
        ang[1:4, 1:4] = ang[5:8, 5:8] = -1j*levi[axis]
        h += so/3*np.kron(ang, pauli[axis])
    e, v = np.linalg.eigh(h)
    top = v[:, 9].reshape(8, 2)
    spin = np.array([np.einsum('os,st,ot->', top.conj(), s, top).real
                     for s in pauli])
    return e[9] - e[8], spin


def along(direction, length):
    d = np.array(direction, float)
    return length*d/np.linalg.norm(d)


k_small, k_large = 0.03, 3.0
k110 = along((1, 1, 0), k_small)
split110, spin110 = crystal_pair(k110)
sign_tb = np.sign(spin110 @ cubic_field(k110))
gamma_tb = sign_tb*split110/(2*np.linalg.norm(cubic_field(k110)))
assert split110 > 1e-9
half_split = crystal_pair(k110/2)[0]
power = np.log2(split110/half_split)
assert abs(power - 3) < 0.02
table = []
for d in [(2, 1, 0), (1, 1, 2), (1, 2, 3), (3, -1, 1)]:
    k = along(d, k_small)
    f = cubic_field(k)
    split, spin = crystal_pair(k)
    law = 2*abs(gamma_tb)*np.linalg.norm(f)
    assert abs(split/law - 1) < 0.01      # next order is k^5
    assert sign_tb*(spin @ f)/np.linalg.norm(f) > 0.99
    table.append((d, split, law))
large = {d: crystal_pair(along(d, k_large))[0]
         for d in [(1, 0, 0), (1, 1, 1), (1, 1, 0)]}
assert large[1, 0, 0] < 1e-10 and large[1, 1, 1] < 1e-10
assert large[1, 1, 0] > 1e-4
k_test = along((1, 1, 0), k_large)
same_atoms = crystal_pair(k_test, energies=(-5.5, 2.5, -5.5, 2.5))[0]
no_so = crystal_pair(k_test, so=0.0)[0]
assert same_atoms < 1e-10 and no_so < 1e-10
split_inv, spin_inv = crystal_pair(k110, orientation=-1)
assert abs(split_inv/split110 - 1) < 1e-4
assert np.sign(spin_inv @ cubic_field(k110)) == -sign_tb

# ---------- (001) quantum well ----------
gamma, mass, width, barrier, k_plane = 20.0, 0.07, 10.0, 300.0, 0.1
kinetic = const.hbar**2/(2*mass*const.m_e)/const.e*1e3*1e18   # meV nm^2


def well_matrices(box, n_basis, height):
    """Matrices of kz, kz^2 and V in sine functions of a hard-walled box."""
    edges = [0, box] if height == 0 else [0, (box-width)/2,
                                          (box+width)/2, box]
    nodes, weights = np.polynomial.legendre.leggauss(200)
    z, w, v = [], [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        z.append((hi+lo)/2 + (hi-lo)/2*nodes)
        w.append((hi-lo)/2*weights)
        inside = abs((lo+hi)/2 - box/2) < width/2
        v.append(np.full(200, 0.0 if inside else height))
    z, w, v = map(np.concatenate, (z, w, v))
    q = np.arange(1, n_basis+1)*np.pi/box
    s = np.sqrt(2/box)*np.sin(np.outer(z, q))
    ds = np.sqrt(2/box)*np.cos(np.outer(z, q))*q
    return (-1j*s.T @ (w[:, None]*ds), ds.T @ (w[:, None]*ds),
            s.T @ ((w*v)[:, None]*s))


def full_splitting(matrices, k, angle):
    """Lowest-subband splitting (meV) and spin of the lower state."""
    kz, kz2, v = matrices
    one = np.eye(len(v))
    x, y = k*np.cos(angle), k*np.sin(angle)
    h = np.kron(kinetic*(kz2 + k*k*one) + v, np.eye(2)).astype(complex)
    h += gamma*np.kron(x*(y*y*one - kz2), pauli[0])
    h += gamma*np.kron(y*(kz2 - x*x*one), pauli[1])
    h += gamma*np.kron((x*x - y*y)*kz, pauli[2])
    e, vec = np.linalg.eigh((h + h.conj().T)/2)
    low = vec[:, 0].reshape(-1, 2)
    spin = np.array([np.einsum('os,st,ot->', low.conj(), s, low).real
                     for s in pauli])
    return e[1] - e[0], spin


def subband_law(q, k, angle):
    return 2*gamma*k*np.sqrt(q*q - (q*k*k - k**4/4)*np.sin(2*angle)**2)


hard = well_matrices(width, 20, 0)
soft = well_matrices(40.0, 80, barrier)
q_hard = (np.pi/width)**2


def matching(q):
    outside = np.sqrt(barrier/kinetic - q*q)
    return q*np.sin(q*width/2) - outside*np.cos(q*width/2)


q_in = brentq(matching, 1e-6, min(np.pi/width,
                                  np.sqrt(barrier/kinetic)*(1-1e-12)))
q_out = np.sqrt(barrier/kinetic - q_in**2)
q_soft = q_in**2*width/(width + 2/q_out)
e_soft, v_soft = np.linalg.eigh(kinetic*soft[1] + soft[2])
ground = v_soft[:, 0]
assert abs(e_soft[0]/(kinetic*q_in**2) - 1) < 1e-3
assert abs((ground @ soft[1] @ ground)/q_soft - 1) < 1e-3
assert abs(ground @ soft[0] @ ground) < 1e-10

results = {}
for name, mats, q in [("hard", hard, q_hard), ("soft", soft, q_soft)]:
    tolerance = 1e-4 if name == "hard" else 1e-3  # kink limits sine basis
    for angle in [0, np.pi/6, np.pi/4]:
        split, spin = full_splitting(mats, k_plane, angle)
        assert abs(split/subband_law(q, k_plane, angle) - 1) < tolerance
        results[name, round(np.degrees(angle))] = split
    for angle in [0, 0.4, np.pi/4]:
        split, spin = full_splitting(mats, 1e-3, angle)
        assert abs(split/(2e-3*gamma*q) - 1) < tolerance
        # lower state: spin opposite to the field (-kx, ky, 0)
        expected = np.array([np.cos(angle), -np.sin(angle), 0])
        assert np.allclose(spin, expected, atol=1e-3)

beta_hard, beta_soft = gamma*q_hard, gamma*q_soft
hartree = const.physical_constants["Hartree energy in eV"][0]*1e3
bohr = const.physical_constants["Bohr radius"][0]*1e9

# ---------- output ----------
print("Invariants sigma*k, Td:", n_td1)
print("Invariants sigma*k^3, Td:", n_td3)
print("Invariants sigma*k^3, with inversion (Oh):", n_oh3)
print("Invariants sigma*k, symmetric well D2d:", n_d2d)
print("Invariants sigma*k, asymmetric well C2v:", n_c2v)
print(f"Mean |spinor character|^2 [100]: {norm100:.0f}")
print(f"Mean |spinor character|^2 [111]: {norm111:.0f}")
print(f"Mean |spinor character|^2 [110]: {norm110:.0f}")
print("--- tight-binding test crystal ---")
print(f"Lattice constant: {lattice} nm")
print("Site energies sA,pA,sB,pB:", *site_energies, "eV")
print("Hoppings ss,sp,pp-sigma,pp-pi:", v_ss, v_sp, v_pps, v_ppp, "eV")
print(f"Atomic p spin-orbit splitting, both atoms: {so_split} eV")
print(f"Small |k|: {k_small} 1/nm")
print(f"Splitting along [110]: {split110*1e9:.3f} neV")
print(f"Power of k from k/2 and k: {power:.4f}")
print(f"gamma from [110]: {gamma_tb*1e3:.3f} meV nm^3")
for d, split, law in table:
    print(f"{d}: diagonalized {split*1e9:.3f}, law {law*1e9:.3f} neV")
print(f"Large |k|: {k_large} 1/nm")
for d, split in large.items():
    print(f"Splitting along {d}, large k: {split*1e3:.6f} meV")
print(f"Same [110] k, identical atoms: {same_atoms*1e3:.6f} meV")
print(f"Same [110] k, no spin-orbit: {no_so*1e3:.6f} meV")
print("--- (001) well, model parameters ---")
print(f"gamma: {gamma} meV nm^3 = {gamma/hartree/bohr**3:.3f} Ha bohr^3")
print(f"Mass: {mass} electron masses; width: {width} nm")
print(f"hbar^2/(2m): {kinetic:.2f} meV nm^2")
print(f"In-plane k: {k_plane} 1/nm")
print(f"Hard walls <kz^2>: {q_hard:.5f} 1/nm^2")
print(f"Hard walls subband spacing: {3*kinetic*q_hard:.2f} meV")
print(f"Hard walls beta: {beta_hard:.4f} meV nm")
print(f"Hard walls beta: {beta_hard/hartree/bohr:.4e} Ha bohr")
print(f"Hard walls linear splitting: {2*beta_hard*k_plane:.4f} meV")
print(f"Hard walls full splitting [100]: {results['hard', 0]:.4f} meV")
print(f"Hard walls full splitting [110]: {results['hard', 45]:.4f} meV")
print(f"Barrier height: {barrier} meV")
print(f"Finite well kappa_in: {q_in:.5f} 1/nm")
print(f"Finite well kappa_out: {q_out:.5f} 1/nm")
print(f"Finite well <kz^2>: {q_soft:.5f} 1/nm^2")
print(f"Finite well subband spacing: {e_soft[1]-e_soft[0]:.2f} meV")
print(f"Finite well beta: {beta_soft:.4f} meV nm")
print(f"Finite well linear splitting: {2*beta_soft*k_plane:.4f} meV")
print(f"Finite well full splitting [100]: {results['soft', 0]:.4f} meV")
print(f"Finite well full splitting [110]: {results['soft', 45]:.4f} meV")
print("verified")
```

It prints:

```
Invariants sigma*k, Td: 0
Invariants sigma*k^3, Td: 1
Invariants sigma*k^3, with inversion (Oh): 0
Invariants sigma*k, symmetric well D2d: 1
Invariants sigma*k, asymmetric well C2v: 2
Mean |spinor character|^2 [100]: 1
Mean |spinor character|^2 [111]: 1
Mean |spinor character|^2 [110]: 2
--- tight-binding test crystal ---
Lattice constant: 0.6 nm
Site energies sA,pA,sB,pB: -8.0 1.0 -3.0 4.0 eV
Hoppings ss,sp,pp-sigma,pp-pi: -1.6 2.0 3.0 -0.8 eV
Atomic p spin-orbit splitting, both atoms: 0.4 eV
Small |k|: 0.03 1/nm
Splitting along [110]: 324.495 neV
Power of k from k/2 and k: 2.9992
gamma from [110]: 12.018 meV nm^3
(2, 1, 0): diagonalized 259.603, law 259.596 neV
(1, 1, 2): diagonalized 187.357, law 187.347 neV
(1, 2, 3): diagonalized 235.728, law 235.722 neV
(3, -1, 1): diagonalized 201.272, law 201.258 neV
Large |k|: 3.0 1/nm
Splitting along (1, 0, 0), large k: 0.000000 meV
Splitting along (1, 1, 1), large k: 0.000000 meV
Splitting along (1, 1, 0), large k: 43.655342 meV
Same [110] k, identical atoms: 0.000000 meV
Same [110] k, no spin-orbit: 0.000000 meV
--- (001) well, model parameters ---
gamma: 20.0 meV nm^3 = 4.960 Ha bohr^3
Mass: 0.07 electron masses; width: 10.0 nm
hbar^2/(2m): 544.28 meV nm^2
In-plane k: 0.1 1/nm
Hard walls <kz^2>: 0.09870 1/nm^2
Hard walls subband spacing: 161.16 meV
Hard walls beta: 1.9739 meV nm
Hard walls beta: 1.3708e-03 Ha bohr
Hard walls linear splitting: 0.3948 meV
Hard walls full splitting [100]: 0.3948 meV
Hard walls full splitting [110]: 0.3748 meV
Barrier height: 300.0 meV
Finite well kappa_in: 0.24648 1/nm
Finite well kappa_out: 0.70031 1/nm
Finite well <kz^2>: 0.04726 1/nm^2
Finite well subband spacing: 95.34 meV
Finite well beta: 0.9451 meV nm
Finite well linear splitting: 0.1890 meV
Finite well full splitting [100]: 0.1890 meV
Finite well full splitting [110]: 0.1690 meV
verified
```
